# The isotropic L3 to L2 ratio and its failure in 3d metals

## The decision

Suppose a ground-state calculation has given the density matrix of a d shell, and an absorption spectrum has given the ratio $R$ of the L3 and L2 intensities. May $R$ be compared directly with the spin-orbit expectation value of the ground state, or must the final states with a 2p hole be calculated as well? The first route is cheap and rests on

$$R=\frac{2+r}{1-r}. \tag{1}$$

Two things decide whether it is open. Equation (1) holds for intensities sorted by the angular momentum $j$ of the emptied core orbital, while a spectrum sorts them by energy. The two sortings agree when the core-valence Coulomb interaction leaves $j$ pure and when the valence energy spread is too small for the two groups of final states to overlap.

## Conventions and assumptions

Atomic units are used in the algebra, so $\hbar=1$. For one electron write $\Lambda=\mathbf l\cdot\mathbf s$. The initial state $|g\rangle$ has a full 2p shell and $n_h>0$ holes in the d shell; otherwise it may be any correlated state, with any crystal field or magnetic order. Its d density matrix is $\rho_{\mu\mu'}=\langle d^\dagger_{\mu'}d_\mu\rangle$. Define

$$r=\frac{\mathrm{Tr}[(1-\rho)\Lambda]}{n_h}=-\frac{1}{n_h}\Big\langle\sum_i \mathbf l_i\cdot\mathbf s_i\Big\rangle . \tag{2}$$

The sum runs over d electrons. The two forms agree because $\mathrm{Tr}\,\Lambda=0$ over the whole shell. Thus $r$ is the mean of $\Lambda$ over the empty orbitals, and it has the opposite sign to the electron sum.

One radial integral is taken for all 2p→d transitions and set to 1, since it cancels in the ratio. Transitions to s states and to the continuum are left out, and so is the factor of photon energy in the cross section. Intensities are summed over three orthogonal polarizations, which is three times the isotropic average.

## From final states to a trace

Let $D_q$ be the matrix of $C_q=\sqrt{4\pi/3}\,Y_{1q}$ between p and d spin-orbitals, and $P_j$ the projector on core orbitals of given $j$. The part of the dipole operator that empties a core orbital $j$ is

$$T_q(j)=\sum_{\mu\nu}(D_qP_j)_{\mu\nu}\,d^\dagger_\mu p_\nu .$$

Summing over a complete set of final states removes them:

$$I(j)=\sum_q\sum_f|\langle f|T_q(j)|g\rangle|^2=\sum_q\langle g|T_q(j)^\dagger T_q(j)|g\rangle .$$

The product contains $p^\dagger_\nu d_\mu d^\dagger_{\mu'}p_{\nu'}$. Moving $p^\dagger_\nu$ past two d operators costs no sign. In a full core $p^\dagger_\nu p_{\nu'}$ gives $\delta_{\nu\nu'}$, and $\langle d_\mu d^\dagger_{\mu'}\rangle=(1-\rho)_{\mu\mu'}$. Therefore

$$I(j)=\mathrm{Tr}[(1-\rho)M_j],\qquad M_j=\sum_q D_qP_jD_q^\dagger . \tag{3}$$

A many-electron intensity has become a one-electron trace over holes.

## The two operators $M_j$

From $\Lambda=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$, the p shell has $\Lambda=\tfrac12$ for $j=\tfrac32$ and $\Lambda=-1$ for $j=\tfrac12$. The linear functions of $\Lambda$ that equal 1 on one level and 0 on the other are

$$P_{3/2}=\tfrac13(2+2\Lambda),\qquad P_{1/2}=\tfrac13(1-2\Lambda). \tag{4}$$

Two sums over $q$ are now needed. A rotation mixes the three $D_q$ unitarily, so the sum over $q$ preserves the rotational character of what stands between $D_q$ and $D_q^\dagger$. A scalar stays a scalar and a vector stays a vector. Within the d orbitals this means

$$\sum_qD_qD_q^\dagger=c,\qquad \sum_qD_q\,l_a\,D_q^\dagger=k\,l_a .$$

To find $k$, take the diagonal element for $m=2$. This orbital can be reached from p with $m'=1$ alone, where $l_z=1$. The left side of the second relation, with $a=z$, is then $c\times1$ and the right side is $2k$, so $k=c/2$.

The value of $c$ follows from the same orbital. The product $C_1Y_{11}=\sqrt{3/16\pi}\,\sin^2\theta\,e^{2i\varphi}$ equals $\sqrt{2/5}\,Y_{22}$, so $c=2/5$.

The dipole operator does not touch the spin. Hence $\sum_qD_q\Lambda D_q^\dagger=(c/2)\Lambda$, with the p-shell $\Lambda$ on the left and the d-shell $\Lambda$ on the right. Inserting (4),

$$M_{3/2}=\frac c3(2+\Lambda),\qquad M_{1/2}=\frac c3(1-\Lambda). \tag{5}$$

The factor 2 in front of $\Lambda$ in (4) has been cancelled by $k/c=\tfrac12$. With (2) and (3),

$$I(\tfrac32)=\frac{c\,n_h}{3}(2+r),\qquad I(\tfrac12)=\frac{c\,n_h}{3}(1-r), \tag{6}$$

and the quotient is (1).

## Reading the rule

The d shell has $\Lambda=1$ for $j=\tfrac52$ and $-\tfrac32$ for $j=\tfrac32$, so $-\tfrac32\le r\le1$. If all holes are in $d_{5/2}$, then $r=1$ and L2 vanishes, as it must: a dipole transition cannot change $j$ from $\tfrac12$ to $\tfrac52$. If all holes are in $d_{3/2}$, the ratio is $(1/2)/(5/2)=1/5$. With no spin-orbit correlation $r=0$ and the ratio is 2, the ratio of the numbers of core orbitals.

Solving (1) for $r$ gives $R-2=r(1+R)$. In terms of the fraction $f=R/(1+R)$ of the intensity in L3,

$$r=\frac{R-2}{R+1}=3f-2 . \tag{7}$$

An error $\delta f$ in the sorting thus becomes an error $3\,\delta f$ in $r$. The ratio itself is more sensitive near $r=1$, because $dR/dr=3/(1-r)^2$.

Equation (1) was tested on ground states with 1, 2, 5, 8 and 9 d electrons in a low-symmetry field, with the d-d Coulomb interaction included. For one electron $r=0.157$ and both sides give 2.559. With $z$ polarization alone the ratio is 3.491. The isotropic sum is therefore needed in general: for a single $q$, $D_qD_q^\dagger$ is not a multiple of unity, and the intensities can depend on more than $n_h$ and $r$.

## What the spectrum sorts

After absorption the core has one hole. The core spin-orbit energy, with coupling constant $\zeta_{2p}$, is minus that of the missing electron: $-\zeta_{2p}/2$ for a $j=\tfrac32$ hole and $+\zeta_{2p}$ for $j=\tfrac12$. L3 therefore lies below L2 by

$$\Delta=\tfrac32\zeta_{2p}. \tag{8}$$

The core-valence interaction $V$, with Slater integrals $F^2$, $G^1$ and $G^3$ between 2p and 3d, conserves the total angular momentum of the ion but lets hole and valence electrons exchange it. It does not conserve $j$ of the hole.

Let $a$ label final states with a $j=\tfrac32$ hole and $b$ those with $j=\tfrac12$. If $V$ and the valence energy spread are small compared with $\Delta$, the perturbed L3 states are $|a\rangle-\sum_b|b\rangle\langle b|V|a\rangle/\Delta$, since $E_a-E_b\approx-\Delta$. Squaring the dipole amplitude, keeping first order and summing over $a$ gives

$$\delta I(\mathrm{L3})=-\frac2\Delta\,\mathrm{Re}\sum_q\langle T_q(\tfrac32)g|V|T_q(\tfrac12)g\rangle . \tag{9}$$

L2 changes by the opposite amount, because closure fixes the total. The error of (1) is an interference between the two ways of emptying the core, and it is of first order in $V/\Delta$.

## The empty d shell worked out

The $d^0$ ground state has no valence spin-orbit effect: $r=0$ and (1) predicts 2. With well-separated edges, a departure from 2 requires $V$.

**The excited state.** The dipole operator acting on the closed-shell state gives a pure $^1P$ state. Let $|\psi\rangle$ be this state, normalized, for one $q$. By (4) its $j=\tfrac12$ part is

$$|\psi_{1/2}\rangle=\tfrac13|\psi\rangle+|\chi\rangle,\qquad |\psi_{3/2}\rangle=\tfrac23|\psi\rangle-|\chi\rangle .$$

Here $|\chi\rangle$ comes from $-\tfrac23\Lambda$. It contains one spin matrix, whose trace is zero, so it is a spin triplet. A projected vector has squared norm $\langle\psi|\psi_{1/2}\rangle=\tfrac13$, hence $\langle\chi|\chi\rangle=\tfrac13-\tfrac19=\tfrac29$.

Each term $LS$ occurs once in $p^5d$, so $V$ is diagonal in the terms. Then

$$\langle\psi_{3/2}|V|\psi_{1/2}\rangle=\tfrac29\big[E(^1P)-\bar E\big], \tag{10}$$

where $\bar E$ is the mean triplet energy in $|\chi\rangle$.

**The triplet mixture.** The orbital part of $\Lambda$ is the hole's angular momentum $\mathbf l_h$ acting on an $L=1$ state. As a vector it can lead to $L=0,1,2$, of which p and d can form 1 and 2. Within $L=1$ it acts as $\gamma\mathbf L$, with

$$\gamma=\frac{\langle\mathbf l_h\cdot\mathbf L\rangle}{L(L+1)}=\frac{(2+2-6)/2}{2}=-\frac12 .$$

The share that stays in $L=1$ is $\gamma^2L(L+1)/\langle\mathbf l_h^2\rangle=\tfrac12/2=\tfrac14$. The spin factor is the same for both values of $L$, because $\langle s_as_b\rangle=\delta_{ab}/4$ in a singlet. So $|\chi\rangle$ is one quarter $^3P$ and three quarters $^3D$.

**Direct energies.** First take two electrons, p and d, and let $f_L$ be the coefficient of $F^2$ in the direct energy. The diagonal elements of $C^2_0$ are $-\tfrac15,\tfrac25$ for p with $|m|=1,0$ and $-\tfrac27,\tfrac17,\tfrac27$ for d with $|m|=2,1,0$. The sum of their products at fixed total $M$ equals the sum of $f_L$ over $L\ge M$:

- $M=3$: $f_3=\tfrac{2}{35}$.
- $M=2$: $f_3+f_2=-\tfrac{4}{35}-\tfrac{1}{35}$, so $f_2=-\tfrac15$.
- $M=1$: $f_3+f_2+f_1=\tfrac{2}{35}+\tfrac{2}{35}-\tfrac{2}{35}$, so $f_1=\tfrac15$.

A hole reverses the sign. The direct energy in $p^5d$ is $-F^2/5$ for P and $+F^2/5$ for D.

**Exchange energy.** Apart from a shift common to all terms, exchange between the particle-hole amplitudes $A_{\mu\nu}$ gives

$$E_x=\sum_{k,q'}G^k\Big|\sum_{\mu\nu}A^*_{\mu\nu}\langle\mu|C^k_{q'}|\nu\rangle\Big|^2 .$$

The spin sum makes it vanish for triplets. For $^1P$, $A=N D_q$. Let $S=\sum_{mm'}|\langle 2m|C_q|1m'\rangle|^2$. Summed over $q$ this is $5c=2$, so $S=\tfrac23$. Two spin directions give the normalization $2N^2S=1$. Orthogonality leaves $k=1$, $q'=q$, and $E_x=G^1(2NS)^2=2S\,G^1=\tfrac43G^1$.

**Result.** The mean triplet energy is $\bar E=\tfrac14(-\tfrac15F^2)+\tfrac34(\tfrac15F^2)=\tfrac1{10}F^2$. Thus

$$E(^1P)-\bar E=\tfrac43G^1-\tfrac3{10}F^2,\qquad f\simeq\frac23-\frac{4}{9\Delta}\Big(\frac43G^1-\frac{3}{10}F^2\Big). \tag{11}$$

Exchange raises the singlet that carries the dipole strength and moves intensity to the upper edge, L2. The direct quadrupole term works against it. In the free ion $G^3$ does not enter at any order: apart from the common shift it acts only on $^1F$, which has $J=3$ and cannot mix with the $J=1$ states reached by the dipole operator. A crystal field does not conserve $J$ and lets $G^3$ in beyond first order.

## Numbers for the free Ti⁴⁺ ion

Nonrelativistic Hartree-Fock in the def2-TZVP basis supplies the 2p orbital and the lowest virtual 3d orbital. The constant $\zeta_{2p}$ is calculated in the central field of the nucleus and the other 17 electrons. Core-hole relaxation, the spin-orbit coupling of the excited 3d electron, exchange corrections to the core spin-orbit coupling, correlation beyond the $2p^53d^1$ multiplet and the surroundings of the ion are left out.

The integrals are $F^2=4.52$, $G^1=3.04$ and $G^3=1.72$ eV, and $\zeta_{2p}=3.73$ eV, so $\Delta=5.59$ eV. The bracket in (11) is $4.05-1.36=2.69$ eV. Hence

$$f\simeq0.667-\frac49\cdot\frac{2.69}{5.59}=0.667-0.214=0.453 .$$

Full diagonalization gives three dipole lines, at 0, 2.69 and 7.92 eV from the lowest, with fractions 0.010, 0.422 and 0.568. The first two form L3. Their sum is 0.432, so the first-order estimate is good to about 5% of the full value. The ratio is 0.76 instead of 2. Larger basis sets move the integrals by up to 0.04 eV and the ratio between 0.755 and 0.766, so the last digits are uncertain. Core-hole relaxation matters far more: an approximate self-consistent $2p^53d^1$ calculation raises $F^2$ to about 6.4 eV and $G^1$ to about 4.8 eV and lowers the ratio to about 0.44. The numbers show the sign and rough size of the effect and are not a prediction of a measured ratio.

Put into (7), this spectrum would give $r=-0.70$, although the true value is zero. Here the hole count exposes the error: with ten holes, $\mathrm{Tr}\,\Lambda=0$ allows only $r=0$. With two holes the whole range $-\tfrac32\le r\le1$ is open, and a false value inside it gives no such warning.

Keeping exchange alone gives a ratio of 0.45, and keeping $F^2$ alone gives 3.33. This confirms the two opposing signs in (11) beyond first order. Without core-valence terms the ratio returns to 2.

## When the rule comes back

**Large core splitting.** With $V$ fixed and $\zeta_{2p}$ multiplied by 4, 16, 64 and 256, the ratio becomes 1.5707, 1.8831, 1.9701 and 1.9925. The last three deviations from 2 fall by about four at each step, as $1/\Delta$ requires. At factor 64, where $\Delta\approx358$ eV, equation (7) still gives $r\approx-0.010$. Deep 2p levels of heavy metals approach this limit if their core-valence integrals stay at a few eV. The assumption of one common radial integral must then be checked separately.

**One d hole.** For $d^9$ the final d shell is full and spherical. $V$ is then a constant, and the six final states differ by the core hole alone. With core-valence integrals of several eV the calculated edge ratio is 17.10, equal to the rule's value. Strong interaction by itself does not spoil the rule; it needs an open d shell in the final state.

**Two d holes.** A $d^8$ model with round parameters takes $\zeta_{2p}=11$ eV, $F^2=6$, $G^1=5$ and $G^3=3$ eV. Its true $r$ is 0.733. The valence spin-orbit coupling is 0.1 eV. Besides an axial field, $0.3\,l_z^2$ eV, the model has a rhombic field and a tilted spin field, each with a coefficient of 0.1 eV. These two do not conserve $J_z$ and mix other levels into the ground state, so it is not a pure free-ion level. The value is nevertheless close to that of a state with unquenched orbital moment. In a pure $^3F_4$ state each hole spin acts as $\mathbf S/2$, so the hole sum is $\mathbf L\cdot\mathbf S/2=\tfrac14(20-12-2)=\tfrac32$, and $r=\tfrac34$. The ground state of the model is about 91% $^3F_4$, but the closeness to $\tfrac34$ is partly a cancellation: with no fields, spin-orbit mixing with $^1G_4$ raises $r$ to 0.79, the axial field alone gives 0.80, and the rhombic and spin fields bring it down to 0.733. The value should not be carried over to an ion whose orbital moment is quenched by a strong cubic field.

The rule gives a ratio of 10.23, and the edges give 10.98. The apparent $r$ is 0.750, an error of about 2% of the true value. Equation (9) gives $3\,\delta f=0.009$ here, about half of the actual 0.017. The small relative error belongs to this state: with a cubic field of $10Dq=1$ eV in place of the three fields, the true $r$ is 0.22 and the apparent $r$ is 0.28. The shift has the opposite sign to that in Ti⁴⁺, so no single correction factor serves both. The L3 and L2 groups are separated by a gap of 12.6 eV, which shows that well-separated edges may still have mixed $j$.

## Consequence for 3d metals

The rule can fail for 3d ions because $V$ need not be small compared with $\Delta$. Among the cases here the damage ranges from a ratio wrong by more than a factor of two for $d^0$ to none for $d^9$. These are ionic estimates. In a metal, screening changes $V$ and the bands add a valence energy spread; neither effect has been calculated here.

For the decision at the start, a ground-state $r$ may be compared with a measured ratio when $3\,\delta f$, estimated from (9), is small compared with the accuracy wanted in $r$, provided $V$ and the valence energy spread are small compared with $\Delta$, as (9) assumes. The estimate is not a bound: terms of opposite sign can cancel in (9), as they can in (11), and leave higher orders to dominate. An ion with one d hole is an exception: $V$ is then constant in the final state, and its size does not matter. In other cases where these conditions fail, the spectrum should be calculated with the core-valence interaction included, and edge intensities compared with edge intensities. The values of the main calculations are in the numerical output below.

## Computed results

```
Dipole strength c per d spin-orbital (unit radial): 0.4000
Ratio with holes only in d3/2: 0.2000
Sum-rule tests, zeta_d = 0.5 eV, other d parameters as below
 n   r          I3/2:I1/2  (2+r)/(1-r)  z-polarized only
 1   0.15695    2.55851    2.55851      3.49075
 2   0.32671    3.45573    3.45573      5.07549
 5   0.23409    2.91693    2.91693      2.95540
 8   0.89692   28.10400   28.10400     64.08055
 9   0.98630   218.01649   218.01649     12.13048
d-shell model: F2dd 10.0, F4dd 6.0 eV
d-shell fields: axial 0.3, rhombic 0.1, spin 0.1 eV
Ti4+ mean radius 2p: 0.1531 angstrom
Ti4+ mean radius 3d: 0.6795 angstrom
Ti4+ F2(2p,3d): 4.519 eV
Ti4+ G1(2p,3d): 3.035 eV
Ti4+ G3(2p,3d): 1.721 eV
Ti4+ zeta_2p: 3.728 eV
Ti4+ delta = 1.5 zeta_2p: 5.592 eV
Ti4+ 4G1/3 - 3F2/10: 2.691 eV
Ti4+ coupling <3/2|V|1/2> per total strength: 0.598 eV
Ti4+ line at 0.000 eV above lowest line, fraction 0.0100
Ti4+ line at 2.687 eV above lowest line, fraction 0.4223
Ti4+ line at 7.920 eV above lowest line, fraction 0.5678
Ti4+ L3 fraction, full diagonalization: 0.4322
Ti4+ L3 fraction, first order: 0.4528
Ti4+ L3:L2 ratio, full: 0.7613
Ti4+ apparent r from edges (true r = 0): -0.7033
Ti4+ L3:L2 ratio, no core-valence terms: 2.0000
Ti4+ L3:L2 ratio, exchange only: 0.4466
Ti4+ L3:L2 ratio, F2 only: 3.3325
Ti4+ ratio with zeta_2p times 4: 1.5707
Ti4+ ratio with zeta_2p times 16: 1.8831
Ti4+ ratio with zeta_2p times 64: 1.9701
Ti4+ ratio with zeta_2p times 256: 1.9925
d8 and d9 model: zeta_d 0.1, zeta_2p 11.0 eV
d8 and d9 model: F2pd 6.0, G1pd 5.0, G3pd 3.0 eV
d8 true r: 0.73289, rule ratio: 10.2311
d8 edge ratio with core-valence terms: 10.9804
d8 edge ratio without them: 10.2311
d8 apparent r from edges: 0.74959
d8 energy gap between L3 and L2 groups: 12.622 eV
d9 true r: 0.83423, rule ratio: 17.0969
d9 edge ratio with core-valence terms: 17.0969
```
